# Polarizability prescriptions in the discrete dipole approximation, measured against Mie theory, part 2

A dielectric sphere of radius \(a\) is modelled by \(N\) point dipoles \(\mathbf p_j\) on simple-cubic sites \(\mathbf r_j\) with spacing \(d\), inside a ball \(n\) spacings across. The problem is to choose their polarizability \(\alpha\) so that the cluster reproduces the Mie cross sections. Units are Gaussian, the time factor is \(e^{-i\omega t}\), the host is vacuum with \(k=\omega/c\), and \(\varepsilon=m^2\) with \(\operatorname{Im}\varepsilon\ge0\). A product of vectors without a dot, such as \(\mathbf q\mathbf q\), is a tensor. The dipoles obey
\[
\frac{\mathbf p_j}{\alpha}-\sum_{l\ne j}G(\mathbf r_j-\mathbf r_l)\,\mathbf p_l=\mathbf E_j,\qquad \mathbf E_j=\hat x\,e^{ikz_j}.
\tag{1}
\]
Here \(G=(k^2+\nabla\nabla)g\) with \(g=e^{ikr}/r\), and \(G\) is symmetric and even in \(\mathbf r\). The forward amplitude is \(S_0=-ik^3\sum_j\mathbf E_j^*\cdot\mathbf p_j\); a subscript on \(S\) such as RR or Mie names the model that supplies it.

The Clausius-Mossotti (CM) prescription is
\[
\alpha_{\rm CM}=\frac{3d^3}{4\pi}\,\frac{\varepsilon-1}{\varepsilon+2},\qquad \frac{d^3}{\alpha_{\rm CM}}=4\pi\Big[\frac1{\varepsilon-1}+\frac13\Big].
\]
Any scalar \(\alpha\) gives the exact energy balance
\[
C_{\rm abs}\equiv C_{\rm ext}-C_{\rm sca}=4\pi k\Big[-\operatorname{Im}\frac1\alpha-\frac23k^3\Big]\sum_j|\mathbf p_j|^2 .
\tag{2}
\]
For real \(\varepsilon\), CM makes this negative. The radiative-reaction (RR) prescription restores energy conservation:
\[
\frac{1}{\alpha_{\rm RR}}=\frac1{\alpha_{\rm CM}}-\frac23ik^3 .
\]
The \(n=8\) energy test uses a lossless sphere with \(m=1.5\) and size parameter \(x=ka=2.094\), and compares the extinction and scattering efficiencies \(Q=C/\pi a^2\). For a weakly absorbing sphere of the same size, RR at \(n=8\) still leaves the extinction \(6.416\,\%\) below the Mie value. The RR repair is of relative order \((kd)^3\), and a larger term of lower order is missing.

## Second fault: the lattice has the wrong refractive index

Deep inside a large target the dipoles see an infinite lattice, and the useful question is what \(\alpha\) makes that lattice carry a plane wave with the wavevector of the real material. Put \(\mathbf p_{\mathbf R}=\mathbf p\,e^{i\mathbf q\cdot\mathbf R}\) in (1) with no incident field. Since \(G\) is even,
\[
\frac{\mathbf p}{\alpha}=T(\mathbf q,k)\,\mathbf p,\qquad T=\sum_{\mathbf R\ne0}G(\mathbf R)\cos(\mathbf q\cdot\mathbf R).
\]
For real \(k\) the terms fall only as \(1/R\). The sum is defined at \(k=i\kappa\), where it converges absolutely, and continued analytically in \(k\) and, for complex \(m\), in \(\mathbf q\). In this section \(d=1\).

The Ewald splitting starts from \(\mathcal I(b)=\int_0^\infty e^{-r^2s^2-b^2/s^2}ds\). Differentiation gives \(\mathcal I'=-2b\int s^{-2}e^{\dots}ds\), and the substitution \(s\to b/(rs)\), which exchanges the two terms of the exponent, turns this into \(-2r\,\mathcal I\). With \(\mathcal I(0)=\sqrt\pi/2r\) and \(b=\kappa/2\),
\[
g=\frac{e^{-\kappa r}}{r}=\frac2{\sqrt\pi}\Big(\int_0^\eta+\int_\eta^\infty\Big)e^{-r^2s^2+k^2/4s^2}\,ds\equiv f+h .
\]
The part \(h\) is short-ranged and is summed over \(\mathbf R\neq0\) as it stands, using \((k^2+\nabla\nabla)e^{-r^2s^2}=[(k^2-2s^2)I+4s^4\mathbf r\mathbf r]\,e^{-r^2s^2}\). The part \(f\) is smooth. It is summed over all \(\mathbf R\) by the Poisson formula, and the term \(\mathbf R=0\) is subtracted. The Fourier transform of \(e^{-r^2s^2}\) is \(\pi^{3/2}s^{-3}e^{-K^2/4s^2}\), and the substitution \(t=1/4s^2\), \(ds/s^3=-2\,dt\), gives \(\tilde f=4\pi\phi(X)\) with \(\phi(X)=e^{-uX}/X\), \(X=K^2-k^2\), \(u=1/4\eta^2\). With \(\mathbf K=\mathbf q+\boldsymbol\Gamma\), \(\boldsymbol\Gamma\) running over the reciprocal lattice of spacing \(2\pi\), and \(\nabla\nabla\to-\mathbf K\mathbf K\),
\[
T=4\pi\sum_{\boldsymbol\Gamma}(k^2I-\mathbf K\mathbf K)\,\phi(X)+T_{\rm real}-T_{\rm self},
\]
\[
T_{\rm real}=\sum_{\mathbf R\neq0}\cos(\mathbf q\cdot\mathbf R)\frac{2}{\sqrt\pi}\int_\eta^\infty\!\big[(k^2-2s^2)I+4s^4\mathbf R\mathbf R\big]e^{-R^2s^2+k^2/4s^2}ds .
\]
The self term is \((k^2+\nabla\nabla)f\) at the origin, \(T_{\rm self}=\tfrac2{\sqrt\pi}(k^2J_0-2J_2)I\) with \(J_n=\int_0^\eta s^ne^{-\kappa^2/4s^2}ds\). Write \(J_0=\eta-\int_0^\infty(1-e^{-\kappa^2/4s^2})ds+\int_\eta^\infty(1-e^{-\kappa^2/4s^2})ds\). The substitution \(s=\kappa/2v\) and one integration by parts give \(\tfrac\kappa2\int_0^\infty2e^{-v^2}dv=\tfrac{\sqrt\pi}{2}\kappa\) for the middle integral. The last one is expanded term by term in \(k^2=-\kappa^2\). \(J_2\) follows from \(dJ_2/d\kappa^2=-J_0/4\) and \(J_2=\eta^3/3\) at \(\kappa=0\):
\[
J_0=-\frac{\sqrt\pi}{2}\kappa+\sum_{j\ge0}\frac{(k^2/4)^j\,\eta^{1-2j}}{j!\,(1-2j)},\qquad
J_2=\frac{\sqrt\pi}{12}\kappa^3+\sum_{j\ge0}\frac{(k^2/4)^j\,\eta^{3-2j}}{j!\,(3-2j)} .
\]
The odd terms give \(\tfrac{2}{\sqrt\pi}\sqrt\pi\,\kappa^3(\tfrac12-\tfrac16)=\tfrac23\kappa^3=\tfrac23ik^3\), since \(k^3=-i\kappa^3\). No other odd power of \(k\) occurs anywhere in \(T\). The even terms give \(\tfrac{2}{\sqrt\pi}[k^2\eta-\tfrac23\eta^3-\tfrac12k^2\eta]\) through order \(k^2\), so
\[
T_{\rm self}=\Big[-\frac{4\eta^3}{3\sqrt\pi}+\frac{\eta}{\sqrt\pi}k^2+\frac23ik^3+O(k^4)\Big]I .
\]

The term \(\boldsymbol\Gamma=0\) holds the only piece that is singular at small \(k\) and \(q\). With \(e^{-uX}=1-uX+\dots\) it is
\[
T_{\rm mac}-4\pi u\,(k^2I-\mathbf q\mathbf q)+\dots,\qquad T_{\rm mac}=4\pi\,\frac{k^2I-\mathbf q\mathbf q}{q^2-k^2},
\]
and \(T_{\rm mac}\mathbf p\) is the macroscopic field of a continuous polarization wave. What remains, apart from \(-\tfrac23ik^3\), is analytic in \(k^2\) and even in \(\mathbf q\). Cubic symmetry fixes its form. Reflections allow only \(q_x^2,q_y^2,q_z^2\) in the \(xx\) element, symmetric in \(y\) and \(z\), and only \(q_xq_y\) in the \(xy\) element. That leaves three constants at order \(q^2\), one at order \(k^2\) and one at order zero:
\[
T=T_{\rm mac}+\big[c_0+b_1k^2+b_2q^2-\tfrac23ik^3\big]I+c_3\,\mathbf q\mathbf q+b_3\operatorname{diag}(q_\mu^2)+O(4),
\tag{3}
\]
where \(O(4)\) means fourth order in \(k\) and \(q\) together. The nearest singularity of the remainder is at \(|\boldsymbol\Gamma+\mathbf q|^2=k^2\), which for \(q=mk\) along an axis with real \(m\) is \((m+1)kd=2\pi\). The expansion needs \((|m|+1)kd\) well below \(2\pi\), and this makes \(y=|m|kd\) the natural measure of the spacing.

Two of the constants are tied down by the trace. Away from the origin \(\operatorname{tr}G=(3k^2+\nabla^2)g=2k^2g\). At fixed \(\mathbf q\neq0\) the sum \(\sum'g\cos(\mathbf q\cdot\mathbf R)\) has a finite limit as \(\kappa\to0\), so \(\operatorname{tr}T\to0\), while \(\operatorname{tr}T_{\rm mac}\to-4\pi\). Order by order in \(q\),
\[
c_0=\frac{4\pi}{3},\qquad 3b_2+c_3+b_3=0 .
\]
The first is the Lorentz local field. The values of the others come from expanding the Ewald terms. For \(\boldsymbol\Gamma\ne0\), \(X=\Gamma^2+\Delta\) with \(\Delta=2\boldsymbol\Gamma\cdot\mathbf q+q^2-k^2\), so through second order \(\phi(X)=\phi+\phi'\Delta+2(\boldsymbol\Gamma\cdot\mathbf q)^2\phi''\), where \(\phi'=-\phi\,(u+\Gamma^{-2})\) and \(\phi''=\phi\,[(u+\Gamma^{-2})^2+\Gamma^{-4}]\) are taken at \(\Gamma^2\). Also \(\mathbf K\mathbf K=\boldsymbol\Gamma\boldsymbol\Gamma+\boldsymbol\Gamma\mathbf q+\mathbf q\boldsymbol\Gamma+\mathbf q\mathbf q\), and terms odd in \(\boldsymbol\Gamma\) cancel in the sum. In real space \(\cos(\mathbf q\cdot\mathbf R)=1-\tfrac12(\mathbf q\cdot\mathbf R)^2\) and \(e^{k^2/4s^2}=1+k^2/4s^2\). Define \(I_n(R)=\tfrac2{\sqrt\pi}\int_\eta^\infty s^ne^{-R^2s^2}ds\) and \(\mathbf R=(X_1,X_2,X_3)\). In the \(xx\) element the real-space coefficient of \(k^2\) is \(1+(-2s^2+4s^4X_1^2)/4s^2=\tfrac12+s^2X_1^2\), and the reciprocal one is \(\phi+\Gamma_x^2\phi'\), the second term from \(-\Gamma_x^2\phi'\cdot(-k^2)\). So
\[
b_1=-4\pi u+4\pi\sum_{\boldsymbol\Gamma\neq0}(\phi+\Gamma_x^2\phi')+\sum_{\mathbf R\neq0}\big(\tfrac12I_0+X_1^2I_2\big)-\frac{\eta}{\sqrt\pi}.
\]
The \(q^2\) terms form the tensor
\[
4\pi u\,\mathbf q\mathbf q-4\pi\sum_{\boldsymbol\Gamma\neq0}\Big[\mathbf q\mathbf q\,\phi+2(\boldsymbol\Gamma\cdot\mathbf q)(\boldsymbol\Gamma\mathbf q+\mathbf q\boldsymbol\Gamma)\phi'+\boldsymbol\Gamma\boldsymbol\Gamma\big(q^2\phi'+2(\boldsymbol\Gamma\cdot\mathbf q)^2\phi''\big)\Big]
\]
\[
{}+\sum_{\mathbf R\neq0}(\mathbf q\cdot\mathbf R)^2\big(I_2\,I-2I_4\,\mathbf R\mathbf R\big).
\]
By (3), its \(xx\) element at \(\mathbf q=(0,0,1)\) is \(b_2\), its \(xy\) element at \(\mathbf q=(1,1,0)\) is \(c_3\), and its \(xx\) element at \(\mathbf q=(1,0,0)\) is \(b_2+c_3+b_3\). The sums converge like Gaussians and give
\[
b_1=-1.891532,\quad b_2=0.164847,\quad b_3=-1.770000,\quad c_3=1.275460 .
\]
The sum rule reads \(0.494541+1.275460-1.770000=0\) to the last digit but for rounding, and the zeroth-order sum gives \(4.1887902=4\pi/3\). Both are tested, as is independence of \(\eta\). The independent test uses the definition. The program sums \(G(\mathbf R)\cos(\mathbf q\cdot\mathbf R)\) directly at \(k=it\) out to \(R=42\), for \(\mathbf q=0\) and for \(\mathbf q=0.8t\,(1,2,3)/\sqrt{14}\), subtracts \(T_{\rm mac}\), \(4\pi/3\) and the radiative term \(-\tfrac23t^3\), divides by \(t^2\), and extrapolates in \(t^2\) from four values of \(t\) between \(0.6\) and \(1.2\). Every tensor element agrees with (3) within \(10^{-4}\), and the direct route gives \(b_1=-1.891532\).

Now demand \(\mathbf q=mk\hat a\) with a real unit vector \(\hat a\). On vectors transverse to \(\hat a\), \(T_{\rm mac}=4\pi k^2/(q^2-k^2)=4\pi/(\varepsilon-1)\). On \(\hat a\) itself it is \(-4\pi\). The gap between the two is \(4\pi\varepsilon/(\varepsilon-1)\). The second-order terms of (3) couple transverse and longitudinal vectors at order \((kd)^2\), which shifts the eigenvalue by the square of the coupling over the gap, an effect of order \((kd)^4\) unless \(\varepsilon\) is near zero, where the argument fails. The term \(c_3\mathbf q\mathbf q\) annihilates transverse vectors. Projecting on a real transverse unit vector \(\hat e\) and restoring \(d\),
\[
\frac{d^3}{\alpha_{\rm LDR}}=4\pi\Big[\frac{1}{\varepsilon-1}+\frac13\Big]+\big(b_1+\varepsilon b_2+\varepsilon b_3S\big)(kd)^2-\frac23i(kd)^3,
\tag{4}
\]
with \(S=\sum_\mu a_\mu^2e_\mu^2\). This is the lattice dispersion relation (LDR) prescription, and the two earlier ones are its truncations: the first term is CM, and the last is the radiative reaction, found here a second time without any energy argument. For real \(\varepsilon\) the middle term is real and energy stays conserved, as the \(n=8\) test confirms with \(1.90024\) for both efficiencies. The first term also disposes of a still simpler choice, \(\alpha=d^3(\varepsilon-1)/4\pi\), which omits the \(1/3\). Its lattice has \(1/(\varepsilon_{\rm lat}-1)=1/(\varepsilon-1)-1/3\) at zeroth order, a wrong material at every spacing.

The price of dropping the middle term follows from (4) read backwards. Along an axis \(S=0\), and symmetry makes the transverse modes exact eigenvectors. Let \(B=b_1+\varepsilon b_2\). An RR lattice built for \(\varepsilon\) carries a wave with \(\varepsilon_{\rm lat}=\varepsilon+\delta\varepsilon\) such that \(4\pi/(\varepsilon_{\rm lat}-1)+B(kd)^2=4\pi/(\varepsilon-1)\). Linearizing the left side,
\[
\delta\varepsilon=\frac{(\varepsilon-1)^2}{4\pi}\,B\,(kd)^2+O\big((kd)^4\big).
\]
For CM the factor \(B(kd)^2\) acquires the extra term \(-\tfrac23i(kd)^3\), so a real \(\varepsilon\) turns into a medium with gain, in agreement with (2). For \(m=1.5\), \(B=-1.5206\), and at \(kd=0.1\) the formula gives \(1.5625\times(-1.5206)\times0.01/4\pi=-1.8907\times10^{-3}\). Solving the unexpanded Ewald dispersion equation for \(q\) gives \(-1.8864\times10^{-3}\). The index error of the RR lattice is \(-6.289\times10^{-4}\) at \(kd=0.1\) and \(-2.500\times10^{-3}\) at \(kd=0.2\), a logarithmic slope of \(1.99\). For LDR it is \(6.28\times10^{-7}\) and \(1.010\times10^{-5}\), a slope of \(4.01\). The formula and both slopes are tested. An RR or CM lattice of this material is optically too thin.

## What a scalar LDR cannot do

The projection on \(\hat e\) hides a condition. The two transverse vectors are degenerate at zeroth order, so the modes are the eigenvectors of the \(2\times2\) matrix \(b_3q^2\sum_\mu a_\mu^2e_{i\mu}e_{j\mu}\), and (4) is an eigenvalue only if \(\hat e\) is one of them. For \(\hat a=(1,2,3)/\sqrt{14}\), \(\hat e_1=(2,-1,0)/\sqrt5\) and \(\hat e_2=\hat a\times\hat e_1=(3,6,-5)/\sqrt{70}\), the off-diagonal sum is \((1\cdot2\cdot3-4\cdot1\cdot6)/(14\sqrt{350})=-0.0687\), and multiplication by \(b_3\) gives \(0.1216\). The same element of the full lattice sum at \(kd=0.1\), \(qd=0.15\), divided by \((qd)^2\), is \(0.1217\), and the agreement is tested. Along such a direction the lattice is birefringent at order \((kd)^2\), and one scalar cannot give both modes the index \(m\). Along a cube axis or along \((1,1,1)\) the \(2\times2\) matrix is a multiple of the identity and the two modes stay degenerate. A diagonal tensor can: replacing \(b_3S\) by \(b_3\operatorname{diag}(a_\mu^2)\) in \(d^3\alpha^{-1}\) cancels the last term of (3) for every transverse vector. That is the corrected LDR, which is not implemented here. For incidence along \(z\) it differs from (4) only in the \(zz\) element.

Neither version is right for all the waves inside a finite particle, since refraction and reflection send them in directions other than the incident one. Averaged over polarization, \(\langle e_\mu^2\rangle=(1-a_\mu^2)/2\), and with the spherical averages \(\langle a_\mu^2\rangle=1/3\) and \(\langle a_\mu^4\rangle=1/5\) one finds \(\langle S\rangle=\tfrac32(\tfrac13-\tfrac15)=\tfrac15\). For \(m=1.5\) the term \(\varepsilon b_3\langle S\rangle=-0.7965\) is about half of \(B=-1.5206\) and has the same sign. An LDR tuned to an axis therefore still leaves a bulk error of order \((kd)^2\) in a sphere, and since \(b_3S\le0\), the missing term makes the lattice optically too thin, when \(\varepsilon\) is real and positive, for every off-axis wave with \(S\ne0\). A wave along \((1,1,0)\) polarized along \(z\) has \(S=0\) and is not affected at this order.

## How the prescriptions differ on the sphere

The material enters (1) only through \(1/\alpha\). Adding a constant \(\delta\) to \(d^3/\alpha\) is the same as keeping the prescription CM and changing the permittivity to \(\varepsilon'\) with
\[
\frac{1}{\varepsilon'-1}=\frac1{\varepsilon-1}+\frac{\delta}{4\pi},\qquad \varepsilon'-\varepsilon\approx-\frac{(\varepsilon-1)^2}{4\pi}\,\delta ,
\]
and the same holds for RR, whose extra term does not depend on \(\varepsilon\). On one and the same cluster, then, \(S_{\rm LDR}(\varepsilon)=S_{\rm RR}(\varepsilon')\) with \(\delta=B(kd)^2\), and \(S_{\rm RR}(\varepsilon)=S_{\rm CM}(\varepsilon')\) with \(\delta=-\tfrac23i(kd)^3\), both exactly. Write the cluster amplitude as the Mie amplitude plus an error \(\mathcal E(\varepsilon,d)\). The difference between two prescriptions is
\[
\Delta S_0=S_{\rm Mie}(\varepsilon')-S_{\rm Mie}(\varepsilon)+(\varepsilon'-\varepsilon)\,\partial_\varepsilon\mathcal E+\dots
\]
If the method converges, \(\partial_\varepsilon\mathcal E\to0\), because \(\mathcal E\) is analytic in \(\varepsilon\) away from resonances. So the ratio of \(\Delta S_0\) to the Mie difference tends to one, LDR \(-\) RR scales as \((kd)^2\), and RR \(-\) CM as \((kd)^3\). It also follows that any error term linear in \(d\) is common to all three prescriptions, and no choice among them can change it.

The lattice dispersion relation supplies the missing \((kd)^2\) term for a wave along a lattice axis, though one scalar cannot correct every wave inside a finite particle. What remains is the error linear in \(d\), which no choice among the three prescriptions can change, and the measurement of all three against Mie theory.

All numerical values are calculated from the stated model.
